# The outermost lobe of hydrogen ns states from the Airy function

## The 2s state

For hydrogen with a fixed point nucleus, in Hartree atomic units, write the radial function as $u(r)=rR(r)$ with $\int_0^\infty u^2\,dr=1$. The probability of finding the electron between $r$ and $r+dr$ is then $u^2dr$. The 2s state has

$$u(r)=\frac{r(2-r)}{\sqrt8}\,e^{-r/2},$$

up to an overall sign. The factor is right because $\int_0^\infty(4r^2-4r^3+r^4)e^{-r}dr=8-24+24=8$.

The extrema of $u$ follow from

$$\frac{d}{dr}\left[(2r-r^2)e^{-r/2}\right]=\left(2-3r+\tfrac12r^2\right)e^{-r/2}=0,$$

or $r^2-6r+4=0$. The outer root is $r=3+\sqrt5=5.236$. The outer lobe starts at the node $r=2$. With $r=2+s$ its probability is

$$\frac{e^{-2}}8\int_0^\infty(2+s)^2s^2e^{-s}ds=\frac{e^{-2}}8(8+24+24)=7e^{-2}=0.947.$$

A classical electron with the 2s energy $-1/8$ turns back where $-1/r=-1/8$, at $r=8$. The maximum lies well inside this point. For general $n$ the polynomial has degree $n$ and its roots are not available in this way, but near the turning point the potential is almost a straight line, and that suffices for an estimate.

"Maximum" means a maximum of $u^2$ throughout, not of $R^2$. The difference is worked out below.

## The linear potential

For $l=0$ and $E=-1/(2n^2)$ the radial equation $-\frac12u''-u/r=Eu$ becomes

$$u''=\left(\frac1{n^2}-\frac2r\right)u. \tag{1}$$

The bracket vanishes at the outer turning point $r_t=2n^2$. The potential $V=-1/r$ has slope $1/r_t^2=1/(4n^4)$ there, so

$$V(r)-E\approx\frac{r-r_t}{4n^4},\qquad u''=2(V-E)u\approx\frac{r-r_t}{2n^4}\,u .$$

Measure the distance from $r_t$ in units of a length $a$, with $x=(r-r_t)/a$. Since $d^2/dr^2=a^{-2}d^2/dx^2$, the equation reads $d^2u/dx^2=(a^3/2n^4)\,x\,u$. The choice

$$a=(2n^4)^{1/3}$$

turns it into Airy's equation $d^2u/dx^2=xu$. Of its two standard solutions, Bi grows for $x\to\infty$ and Ai decays. A bound state needs the second:

$$u\approx C\,\mathrm{Ai}(x). \tag{2}$$

The outermost node is at the first zero of Ai, $a_1=-2.33811$. Between $a_1$ and $0$, $\mathrm{Ai}$ is positive and $\mathrm{Ai}''=x\,\mathrm{Ai}$ is negative, so $\mathrm{Ai}'$ falls steadily. It is positive at $a_1$ and negative at $0$, and it stays negative for $x>0$. The lobe therefore has one maximum, at the first zero of $\mathrm{Ai}'$, $a_1'=-1.01879$. Hence

$$r_{\max}\approx2n^2-1.019\,(2n^4)^{1/3}=2n^2-1.284\,n^{4/3}. \tag{3}$$

For 2s this gives $4.766$ bohr, which is 9 percent below the exact $5.236$.

## What the straight line leaves out

Put $r=r_t+ax=r_t(1+\varepsilon x)$, with

$$\varepsilon=\frac a{r_t}=\frac{2^{1/3}n^{4/3}}{2n^2}=(2n)^{-2/3}.$$

Because $2/r_t=1/n^2$, the bracket in (1) is

$$\frac1{n^2}\left(1-\frac1{1+\varepsilon x}\right)=\frac1{n^2}\,\frac{\varepsilon x}{1+\varepsilon x}.$$

Multiplication by $a^2$ gives the prefactor $a^2\varepsilon/n^2=a^3/(2n^4)=1$. The radial equation is thus, without approximation,

$$\frac{d^2u}{dx^2}=\frac{x}{1+\varepsilon x}\,u. \tag{4}$$

The linear form requires $\varepsilon|x|\ll1$ wherever the lobe holds an appreciable probability. On the inner side this range reaches to the node, where $|x|\approx2.34$. Beyond the same distance on the outer side, $\mathrm{Ai}^2$ leaves less than 0.1 percent of the lobe. Since $\varepsilon$ falls only as $n^{-2/3}$, the approach to the limit is slow.

## The amplitude

The probability needs $C$, which the Airy equation leaves free. It is fixed by the rest of the wave. In the allowed region, several wavelengths from either end,

$$u\approx\frac{N}{\sqrt p}\sin\phi,\qquad p^2=\frac2r-\frac1{n^2},\qquad |\phi'|=p .$$

For large $n$ the sine oscillates many times, and $\sin^2\phi$ may be replaced by $\frac12$ in the normalisation:

$$1\approx\frac{N^2}2\int_0^{r_t}\frac{dr}p .$$

Substitute $r=2n^2\sin^2\theta$. Then $p=\cos\theta/(n\sin\theta)$ and $dr=4n^2\sin\theta\cos\theta\,d\theta$, so

$$\int_0^{r_t}\frac{dr}p=4n^3\int_0^{\pi/2}\sin^2\theta\,d\theta=\pi n^3,\qquad N^2=\frac2{\pi n^3}.$$

The integral $\pi n^3$ is half the period of the classical radial orbit.

To connect $N$ with $C$, use the form of Ai far to the left,

$$\mathrm{Ai}(-z)\to\frac{1}{\sqrt\pi\,z^{1/4}}\sin\left(\tfrac23z^{3/2}+\tfrac\pi4\right).$$

In the linear potential $p^2=-x/a^2$, so $\sqrt z=ap$ with $z=-x$. The squared amplitude of (2) is $C^2/(\pi\sqrt z)=C^2/(\pi ap)$, and it must equal $N^2/p$. Both forms hold together for $1\ll-x\ll\varepsilon^{-2/5}$. Further in, the curvature of the potential shifts the phase of the wave by about $\varepsilon|x|^{5/2}/5$, which is then no longer small. Therefore

$$C^2=\pi aN^2=\frac{2a}{n^3}. \tag{5}$$

## The probability in the lobe

Let the lobe run from the outermost node to infinity, so that it includes the forbidden tail. With $dr=a\,dx$,

$$P\approx C^2a\int_{a_1}^\infty\mathrm{Ai}^2dx .$$

A primitive of $\mathrm{Ai}^2$ is $x\mathrm{Ai}^2-\mathrm{Ai}'^2$: its derivative is $\mathrm{Ai}^2+2x\mathrm{Ai}\mathrm{Ai}'-2\mathrm{Ai}'\mathrm{Ai}''$, and the last two terms cancel because $\mathrm{Ai}''=x\mathrm{Ai}$. At infinity the primitive vanishes. At $a_1$ it equals $-\mathrm{Ai}'(a_1)^2$. The integral is thus $\mathrm{Ai}'(a_1)^2=0.4917$. The prefactor is $C^2a=2a^2/n^3=2^{5/3}n^{-1/3}$, and

$$P\approx2^{5/3}\mathrm{Ai}'(a_1)^2\,n^{-1/3}=1.561\,n^{-1/3}. \tag{6}$$

The lobe does not hold a fixed share of the electron; its share falls slowly as $n$ grows.

The power of $n$ has a classical origin. An electron released at rest at $r_t$ feels the acceleration $g=1/(4n^4)$ and covers a distance $d$ in the time $\sqrt{2d/g}$. It crosses the strip twice in each period $2\pi n^3$. With $d=|a_1|a$, its share of the time is

$$\frac{2\sqrt{8n^4|a_1|a}}{2\pi n^3}=2^{5/3}\,\frac{\sqrt{|a_1|}}\pi\,n^{-1/3}.$$

Here $\sqrt{|a_1|}/\pi=0.487$ stands where (6) has $0.492$. The strip becomes a smaller part of the orbit, $a/r_t\propto n^{-2/3}$, but the electron is slow there, and its share of the time falls only as the square root of that ratio.

The part beyond the turning point has no classical counterpart. The same primitive, taken from $x=0$, gives

$$P_{\rm tail}\approx2^{5/3}\mathrm{Ai}'(0)^2n^{-1/3}=0.213\,n^{-1/3}. \tag{7}$$

Formula (6) exceeds one for $n<3.80$, so for $n\le3$ it cannot be used even as a rough probability. This calls for the next term.

## The first correction

Keep the Airy function but stretch its argument. Try

$$u=C\,w(x)\,\mathrm{Ai}(\zeta(x)),\qquad w=(\zeta')^{-1/2},$$

where primes on $\zeta$ and $w$ mean $d/dx$. Differentiating twice,

$$\frac{u''}C=w''\mathrm{Ai}+(2w'\zeta'+w\zeta'')\mathrm{Ai}'+w\zeta'^2\,\zeta\,\mathrm{Ai}.$$

Since $w'=-\frac12\zeta'^{-3/2}\zeta''$, the middle bracket is zero. What remains is $u''=(\zeta\zeta'^2+w''/w)u$. To match (4) to first order in $\varepsilon$ we need

$$\zeta\zeta'^2=x-\varepsilon x^2,$$

provided $w''$ is of second order. Set $\zeta=x+c\varepsilon x^2$. Then $\zeta'^2=1+4c\varepsilon x$ to first order and $\zeta\zeta'^2=x+5c\varepsilon x^2$, so $c=-\frac15$. It follows that

$$\zeta=x-\tfrac15\varepsilon x^2,\qquad \zeta'=1-\tfrac25\varepsilon x,\qquad w=1+\tfrac15\varepsilon x. \tag{8}$$

The first-order part of $w$ is linear in $x$, so $w''$ is indeed of order $\varepsilon^2$. Inverting the first relation gives $x=\zeta+\frac15\varepsilon\zeta^2$.

**Node.** Here $\zeta=a_1$, so $x=a_1+\frac15\varepsilon a_1^2$.

**Maximum.** The condition $du/dx=0$ reads

$$\tfrac15\varepsilon\,\mathrm{Ai}(\zeta)+w\zeta'\,\mathrm{Ai}'(\zeta)=0 .$$

It makes $\mathrm{Ai}'(\zeta)$ of order $\varepsilon$, so $w\zeta'$ may be set to one. Write $\zeta=a_1'+\eta$. Then $\mathrm{Ai}'(\zeta)\approx\eta\,\mathrm{Ai}''(a_1')=\eta a_1'\mathrm{Ai}(a_1')$, and $\eta=-\varepsilon/(5a_1')$. Returning to $x$,

$$x_{\max}=a_1'+\varepsilon\left(\frac{a_1'^2}5-\frac1{5a_1'}\right)=a_1'+0.404\,\varepsilon .$$

Both terms in the bracket are positive, because $a_1'<0$. In the radius, $a\varepsilon=a^2/r_t=2^{-1/3}n^{2/3}$, so

$$r_{\max}\approx2n^2-1.284\,n^{4/3}+0.321\,n^{2/3}. \tag{9}$$

The outward shift has a plain cause. For every $x\neq0$ with $1+\varepsilon x>0$, $x/(1+\varepsilon x)$ is smaller than $x$. Inside the turning point the Coulomb potential is deeper than its tangent, the wave bends faster, and the node comes sooner on the way in. Outside, the potential is lower than the tangent, and the wave decays less quickly.

**Probability.** From $u^2dr=C^2a\,\mathrm{Ai}^2(\zeta)\,dx/\zeta'$ and $dx=d\zeta/\zeta'$,

$$u^2dr=C^2a\,\frac{\mathrm{Ai}^2(\zeta)}{\zeta'^2}d\zeta\approx C^2a\left(1+\tfrac45\varepsilon\zeta\right)\mathrm{Ai}^2(\zeta)\,d\zeta .$$

The new integral follows from

$$\int x\,\mathrm{Ai}^2dx=\tfrac13\left(\mathrm{Ai}\,\mathrm{Ai}'-x\mathrm{Ai}'^2+x^2\mathrm{Ai}^2\right). \tag{10}$$

The derivative of the bracket is $\mathrm{Ai}'^2+x\mathrm{Ai}^2-\mathrm{Ai}'^2-2x^2\mathrm{Ai}\mathrm{Ai}'+2x\mathrm{Ai}^2+2x^2\mathrm{Ai}\mathrm{Ai}'=3x\mathrm{Ai}^2$, as required. Between $a_1$ and infinity the integral is $\frac13a_1\mathrm{Ai}'(a_1)^2$. The estimate (6) is therefore multiplied by

$$1+\tfrac4{15}a_1\varepsilon=1-0.6235\,\varepsilon,\qquad P\approx1.561\,n^{-1/3}-0.613\,n^{-1}. \tag{11}$$

From zero to infinity the integral is $-\frac13\mathrm{Ai}(0)\mathrm{Ai}'(0)$. The tail (7) is multiplied by $1-4\varepsilon\mathrm{Ai}(0)/(15\mathrm{Ai}'(0))=1+0.366\,\varepsilon$. The lobe as a whole loses probability while its forbidden part gains.

## Does the amplitude need a correction too?

Equation (11) is complete to its order only if $C^2$ has no relative correction of order $\varepsilon$. The matching (5) survives the stretching: the squared amplitude of $Cw\,\mathrm{Ai}(\zeta)$ is $C^2/(\pi\zeta'\sqrt{-\zeta})$, and $-\zeta\zeta'^2=a^2p^2$ with the true $p$ to the order kept, so it again equals $C^2/(\pi ap)$. The doubtful step is the replacement of $\sin^2\phi$ by $\frac12$ up to the turning point, where the wave does not oscillate quickly. In terms of Ai, it replaced $\mathrm{Ai}^2(-z)$ by $1/(2\pi\sqrt z)$ and dropped the tail. Integrate the true function from $-X$ to infinity, with $X$ large:

$$\int_{-X}^\infty\mathrm{Ai}^2dx=X\mathrm{Ai}^2(-X)+\mathrm{Ai}'(-X)^2\to\frac{\sqrt X}\pi=\int_0^X\frac{dz}{2\pi\sqrt z}.$$

The probability in the tail makes up for what the averaged form overstates inside. For the weight $\zeta$ that appears at first order, (10) gives $-X^{3/2}/(3\pi)$ plus a part oscillating in $X$ about zero. The averaged form gives the same $-X^{3/2}/(3\pi)$. The oscillating part belongs to the cut at $X$, not to the turning point, and is removed when the integral is continued inward. The turning point thus changes the normalisation only from the order $C^2a\varepsilon^2$ on. At the other end, the region $r\sim1$ near the nucleus holds a probability of order $N^2\sim n^{-3}$.

This can be checked at $r=r_t$, where $\zeta=0$ and $w=1$, so that (8) brings no first-order change and $u^2(r_t)$ should equal $C^2\mathrm{Ai}(0)^2$. In a numerical test with the exact functions for seven values of $n$ from 2 to 160, the relative difference stayed below $0.3\,\varepsilon^2$.

## Maximum of the radial function itself

The extremum of $R=u/r$ obeys $u'/u=1/r$ instead of $u'=0$. In the variable $x$ the right-hand side is $a/r=\varepsilon/(1+\varepsilon x)\approx\varepsilon$. The condition becomes $\frac15\varepsilon+\eta a_1'=\varepsilon$, so $\eta=4\varepsilon/(5a_1')$ and

$$x_R=a_1'+\varepsilon\left(\frac{a_1'^2}5+\frac4{5a_1'}\right)=a_1'-0.578\,\varepsilon .$$

The leading law (3) is the same, but the next term is now $-0.458\,n^{2/3}$. For 2s this gives $4.04$ bohr. The exact value follows from $R\propto(2-r)e^{-r/2}$, whose derivative vanishes at $r=4$. The two kinds of maximum differ at the order of the first correction, so that correction has a meaning only when the function is named.

## The 10s state

For $n=10$ the turning point is at $200$ bohr, $a=(20000)^{1/3}=27.144$ bohr and $\varepsilon=27.144/200=0.1357$.

The Airy maximum lies at

$$200-1.01879\times27.144=172.35\ \text{bohr}.$$

The correction adds $0.4039\times0.1357\times27.144=1.49$ bohr and gives $173.83$ bohr. The exact function has its maximum at $173.79$ bohr, or $9.197$ nm for a fixed nucleus. The finite proton mass stretches all lengths by the factor $1+m_e/m_p$ and moves this to $9.202$ nm in real hydrogen; the probabilities do not change. The bare estimate is 0.83 percent too small, relative to the exact radius.

The node is estimated less well: $200-2.33811\times27.144=136.53$ bohr, against the exact $140.59$. At this node $\varepsilon x$ is about $-0.3$, which is not very small. With the correction the estimate is $140.56$ bohr.

For the probability, $C^2=2\times27.144/1000=0.05429$ per bohr, and

$$P\approx0.05429\times27.144\times0.4917=0.725 .$$

The factor $1-0.6235\times0.1357=0.915$ lowers this to $0.663$. The exact value is $0.664$, so the bare estimate is 9.1 percent too large relative to it. About two thirds of the electron is in the last of ten lobes. The part beyond the turning point is $0.103$ in the exact function; the bare and corrected estimates are $0.099$ and $0.104$.

## How the estimates improve with n

The probability in the lobe is:

| $n$ | Airy | corrected | exact |
|---:|---:|---:|---:|
| 2 | 1.239 | 0.932 | 0.947 |
| 10 | 0.725 | 0.663 | 0.664 |
| 40 | 0.456 | 0.441 | 0.441 |
| 160 | 0.288 | 0.284 | 0.284 |

The corrected formula is useful even at $n=2$, where the bare one gives an impossible value.

For the position, the absolute and the relative error of (3) behave differently. The absolute error grows as $n^{2/3}$: it is about 1.4 bohr at $n=10$ and 9.4 bohr at $n=160$. Relative to $r_{\max}$ it falls as $n^{-4/3}$, and at $n=160$ it is 0.02 percent.

The corrected position (9) exceeds the exact one by about $0.04$ bohr for every $n$ in the numerical output. That it does not grow is expected. The next term in $x$ is of order $\varepsilon^2$, and in the radius this is a constant multiple of

$$a\varepsilon^2=\frac{a^3}{r_t^2}=\frac{2n^4}{4n^4}=\frac12\ \text{bohr}.$$

The tests over the same seven values of $n$ bound the remainders after the first correction. They are below $0.15\,\varepsilon^2$ in units of $a$ for the node and the maximum. Relative to the bare estimates, they are below $0.3\,\varepsilon^2$ for the lobe probability and $0.5\,\varepsilon^2$ for the tail.

## Table of computed values

```
Airy constants (dimensionless)
first zero of Ai, a1 = -2.33811
first zero of Ai', ap1 = -1.01879
Ai'(a1) = 0.70121, squared = 0.49170
Ai(0) = 0.35503, Ai'(0) = -0.25882
Coefficients of the laws
r_max: n^(4/3) coefficient = -1.2836 bohr
r_max: correction in x per eps = 0.4039
r_max: n^(2/3) coefficient = 0.3206 bohr
lobe: n^(-1/3) coefficient = 1.5610
lobe: relative correction per eps = -0.6235
lobe: n^(-1) coefficient = -0.6131
bare lobe formula equals one at n = 3.804
tail: n^(-1/3) coefficient = 0.2127
tail: relative correction per eps = 0.3658
Worked example: hydrogen 10s
turning point = 200.0 bohr
Airy length a = 27.144 bohr
eps = 0.1357
C^2 = 2a/n^3 = 0.05429 per bohr
outermost node (bohr): Airy 136.53, corrected 140.56, exact 140.59
outermost maximum (bohr): Airy 172.35, corrected 173.83, exact 173.79
lobe probability: Airy 0.7246, corrected 0.6633, exact 0.6641
probability beyond turning point: Airy 0.0987, corrected 0.1036, exact 0.1031
maximum: Airy 9.120 nm, exact 9.197 nm
Airy error of maximum = -0.83 percent
Airy error of lobe probability = 9.10 percent
Maximum in bohr: n, eps, Airy, corrected, exact
   2 0.3969 4.766 5.274 5.236
   5 0.2154 39.025 39.963 39.923
  10 0.1357 172.346 173.834 173.793
  20 0.0855 730.316 732.678 732.637
  40 0.0539 3024.406 3028.156 3028.115
  80 0.0339 12357.531 12363.483 12363.442
 160 0.0214 50085.049 50094.497 50094.455
Lobe probability: n, Airy, corrected, exact
   2 1.2390 0.9324 0.9473
   5 0.9129 0.7903 0.7932
  10 0.7246 0.6633 0.6641
  20 0.5751 0.5444 0.5447
  40 0.4565 0.4411 0.4412
  80 0.3623 0.3546 0.3546
 160 0.2875 0.2837 0.2837
```
